# Projected local orbitals for DMFT in the PAW method, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used throughout. A crystal has lattice vectors $\mathbf R$ and a one-particle Hamiltonian $\hat H$, for example a Kohn–Sham Hamiltonian, with Bloch states $\psi_{n\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}(\mathbf r)$ and energies $\varepsilon_{n\mathbf k}$. The states are normalised in one cell, $\langle\psi_{n\mathbf k}|\psi_{n'\mathbf k}\rangle_{\rm cell}=\delta_{nn'}$. The wave vectors form a mesh of $N_k$ points belonging to a periodic supercell of $N_k$ cells, over which $\langle\psi_{n\mathbf k}|\psi_{n'\mathbf k'}\rangle=N_k\,\delta_{nn'}\delta_{\mathbf k\mathbf k'}$.

Dynamical mean-field theory (DMFT) needs a set of $M$ localised orbitals per cell on which the interaction acts. The construction starts from trial orbitals $\chi_m(\mathbf r)$, $m=1,\dots,M$, attached to atoms of the home cell, where $m$ collects the site, the angular labels and, when needed, the spin. Their translates are $\chi_{m\mathbf R}(\mathbf r)=\chi_m(\mathbf r-\mathbf R)$ and their Bloch sums are $|\chi_{\mathbf km}\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\chi_{m\mathbf R}\rangle$. The projection matrix is $P_{mn}(\mathbf k)=\langle\chi_{\mathbf km}|\psi_{n\mathbf k}\rangle_{\rm cell}$. In each term of the Bloch sum put $\mathbf r=\mathbf r'+\mathbf R$. The factor $e^{i\mathbf k\cdot\mathbf R}$ from $\psi$ cancels the factor $e^{-i\mathbf k\cdot\mathbf R}$ from the bra, and the shifted cells fill all space:

$$P_{mn}(\mathbf k)=\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\int_{\rm cell}\chi_m^*(\mathbf r-\mathbf R)\,\psi_{n\mathbf k}(\mathbf r)\,d\mathbf r=\int\chi_m^*(\mathbf r')\,\psi_{n\mathbf k}(\mathbf r')\,d\mathbf r'=\langle\chi_m|\psi_{n\mathbf k}\rangle. \tag{1}$$

In the projector augmented-wave (PAW) method each atom carries an augmentation sphere of radius $r_c$, and the spheres are assumed not to overlap. Each sphere has all-electron partial waves $\phi_i$, which solve the radial equation of a reference atom at chosen energies, smooth pseudo partial waves $\tilde\phi_i$ that equal $\phi_i$ outside $r_c$, and projector functions $p_i$ that vanish outside $r_c$ and are dual to the pseudo partial waves of the same sphere, $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The all-electron state follows from a smooth pseudo state $\tilde\psi$ through

$$|\psi\rangle=\mathcal T|\tilde\psi\rangle,\qquad \mathcal T=1+\sum_i\big(|\phi_i\rangle-|\tilde\phi_i\rangle\big)\langle p_i|,\qquad c_i\equiv\langle p_i|\tilde\psi\rangle, \tag{2}$$

where $i$ runs over all partial waves of all spheres. A PAW calculation holds $\tilde\psi$ in plane waves and has the numbers $c_i$ at hand, because they enter the Hamiltonian.

Assume now that $\chi_m$ vanishes outside the sphere of its atom. The difference $\phi_i-\tilde\phi_i$ vanishes outside the sphere to which it belongs, so in the integral (1) only the partial waves of that one atom survive, and from here on $i$ runs over those alone. Inside the sphere (2) reads $\psi=\tilde\psi+\sum_i\phi_ic_i-\sum_i\tilde\phi_ic_i$. Moving the term with $\phi_i$ to the left shows that one function $r$ is the remainder of both one-centre expansions:

$$r\equiv\tilde\psi-\sum_i\tilde\phi_i\,c_i=\psi-\sum_i\phi_i\,c_i\qquad\text{inside the sphere.} \tag{3}$$

Multiplying $\psi=\sum_i\phi_ic_i+r$ by $\chi_m^*$ and integrating over the sphere gives an exact identity,

$$\langle\chi_m|\psi_{n\mathbf k}\rangle=\sum_i\langle\chi_m|\phi_i\rangle\langle p_i|\tilde\psi_{n\mathbf k}\rangle+\langle\chi_m|r_{n\mathbf k}\rangle, \tag{4}$$

and the projected-local-orbital formula is (4) with the last term dropped:

$$P_{mn}(\mathbf k)\simeq\sum_i\langle\chi_m|\phi_i\rangle\langle p_i|\tilde\psi_{n\mathbf k}\rangle. \tag{5}$$

The coefficients $\langle\chi_m|\phi_i\rangle$ are one-centre integrals with the all-electron partial waves, taken up to $r_c$, and they do not depend on $n$ or $\mathbf k$. Formula (5) thus applies the fixed function $\langle\beta_m|=\sum_i\langle\chi_m|\phi_i\rangle\langle p_i|$ to the pseudo state. It is exact only when $\langle\chi_m|r\rangle=0$.

The remainder is invisible to the projectors. From the first form of (3) and duality, $\langle p_j|r\rangle=c_j-\sum_i\delta_{ji}c_i=0$. Two sufficient conditions for (5) follow. If the partial waves are complete for the state at hand, $r=0$. If $\chi_m=\sum_ja_jp_j$ lies in the span of the projectors, then $\langle\chi_m|r\rangle=\sum_ja_j^*\langle p_j|r\rangle=0$ for every state, however incomplete the partial waves are. In general the Cauchy–Schwarz inequality bounds the neglected term by $\|\chi_m\|\,\|r\|$, with both norms taken in the sphere.

Confinement of $\chi_m$ is a separate condition. For an orbital with a tail, write $\chi=\chi^{\rm in}+\chi^{\rm out}$, cut at $r_c$. Identity (4) holds for $\chi^{\rm in}$, and the term $\langle\chi^{\rm out}|\psi\rangle$ must be added. No number of partial waves removes it, and it is linear in the amplitude of the tail, while the weight of the tail is quadratic. An atomic orbital used in (5) is therefore, in effect, the orbital cut at $r_c$.

For $\chi_m=R(r)Y_{lm}$ and $\phi_i=u_{\nu l'}(r)Y_{l'm'}$, orthogonality of the spherical harmonics gives

$$\langle\chi_m|\phi_i\rangle=\delta_{ll'}\delta_{mm'}\int_0^{r_c}R^*(r)\,u_{\nu l}(r)\,r^2\,dr .$$

The sum in (5) has as many terms as there are radial functions $\nu$ in the channel of $\chi_m$. For the same reason $\langle\chi_m|r\rangle$ sees only the $(l,m)$ component of $r$, so completeness is needed in that channel alone.

Spin enters as a further index. With scalar-relativistic partial waves, which carry no spin label, $\mathcal T$ acts identically on the two components of a spinor $\tilde\psi=(\tilde\psi^\uparrow,\tilde\psi^\downarrow)$. The steps from (2) to (5) hold for each component, and $P_{(m\sigma),n}=\sum_i\langle\chi_m|\phi_i\rangle\langle p_i|\tilde\psi^\sigma_{n\mathbf k}\rangle$. In a collinear calculation each band has one component, and all matrices below split into two spin blocks. With spin–orbit coupling or non-collinear order each band has both components, $M$ counts orbitals and spins together, and the overlap matrix has in general elements between opposite spins, unless symmetry makes them vanish.

The size of $r$ is best read from the all-electron side. Applying $\langle p_j|$ to the second form of (3) and using $\langle p_j|r\rangle=0$ gives $\langle p_j|\psi\rangle=\sum_i\mathcal M_{ji}c_i$ with $\mathcal M_{ji}=\langle p_j|\phi_i\rangle$. If $\mathcal M$ is invertible, $c=\mathcal M^{-1}\langle p|\psi\rangle$. This also inverts $\mathcal T$: the function $\tilde\psi=\psi-\sum_i(\phi_i-\tilde\phi_i)c_i$ has $\langle p|\tilde\psi\rangle=\mathcal Mc-(\mathcal M-1)c=c$ and so satisfies (2). Then

$$r=(1-Q)\psi,\qquad Q=\sum_{ij}|\phi_i\rangle(\mathcal M^{-1})_{ij}\langle p_j|,\qquad Q\phi_l=\sum_{ij}\phi_i(\mathcal M^{-1})_{ij}\mathcal M_{jl}=\phi_l .$$

$Q$ is an oblique projector onto the span of the all-electron partial waves, and $1-Q$ annihilates that span.

Suppose that inside the sphere the potential is that of the reference atom. The component of $\psi$ in the channel of $\chi$ is then a multiple of the regular solution $\phi(E)$ at the band energy $E$. With an energy-independent normalisation at the origin, $\phi(E)$ is analytic in $E$ at each radius. Let the channel have partial waves at $E_1,\dots,E_\nu$, and let $L(E)=\sum_i\phi(E_i)\prod_{j\ne i}(E-E_j)/(E_i-E_j)$ be the interpolating polynomial in $E$. The difference $\phi(E)-L(E)$ is analytic and vanishes at every $E_i$, so it equals $\prod_i(E-E_i)$ times an analytic function $D(E)$, the divided difference of order $\nu$. Since $L(E)$ lies in the span of the partial waves, $1-Q$ annihilates it. For a state whose component in the channel is $\phi(E)$ itself (a component $b\,\phi(E)$ multiplies the right side by the amplitude $b$),

$$\langle\chi|r\rangle=\prod_{i=1}^{\nu}(E-E_i)\;\langle\chi|(1-Q)|D(E)\rangle. \tag{6}$$

The error of (5) has a zero at each reference energy, and away from them it grows with the product of the distances, as long as the second factor and the amplitude $b$ vary slowly. In a crystal the potential in the sphere differs from the atomic one and is not spherical, so (6) is then a guide to the size of the error and its zeros are no longer exact.

The second half of the construction concerns orthonormality. Take the trial orbitals orthonormal, $\langle\chi_m|\chi_{m'}\rangle=\delta_{mm'}$. Orbitals in different spheres do not overlap, so the argument of (1) gives $\langle\chi_{\mathbf km}|\chi_{\mathbf km'}\rangle_{\rm cell}=\delta_{mm'}$. An orbital cut at $r_c$ has components on bands of arbitrarily high energy, while the low-energy problem is posed in a window $W$ of energies that holds $N(\mathbf k)$ bands at $\mathbf k$. From now on $P(\mathbf k)$ is the $M\times N(\mathbf k)$ matrix of the columns in $W$. With $\hat\Pi_W=\sum_{n\in W}|\psi_{n\mathbf k}\rangle\langle\psi_{n\mathbf k}|$, the projected orbitals and their overlap are

$$|g_{\mathbf km}\rangle=\hat\Pi_W|\chi_{\mathbf km}\rangle=\sum_{n\in W}|\psi_{n\mathbf k}\rangle P^*_{mn},\qquad O_{mm'}(\mathbf k)=\langle g_{\mathbf km}|g_{\mathbf km'}\rangle=\sum_{n\in W}P_{mn}P^*_{m'n},$$

that is $O=PP^\dagger$. For any vector $v$ with $M$ components, $v^\dagger Ov=\|P^\dagger v\|^2=\|\hat\Pi_W\chi_v\|^2$ with $|\chi_v\rangle=\sum_m|\chi_{\mathbf km}\rangle v_m$. A projection does not lengthen a vector, so the eigenvalues of $O$ lie between 0 and 1. Each added band adds a non-negative term to $\|P^\dagger v\|^2$, and $O=1$ when the window holds all bands, core bands included. When $P$ comes from (5), the upper limit holds up to the neglected remainder. The matrix $O$ is invertible exactly when $P^\dagger v=0$ forces $v=0$, which means that $P$ has rank $M$. This needs $N(\mathbf k)\ge M$, and it needs every combination of trial orbitals to have weight in the window, at every $\mathbf k$.

Let the rank be $M$. Diagonalise $O=U\sigma^2U^\dagger$, with $U$ unitary and $\sigma$ diagonal with positive entries $\sigma_i$. The matrix $O^{-1/2}=U\sigma^{-1}U^\dagger$ is the positive Hermitian matrix whose square is $O^{-1}$, and there is only one such matrix. To see this, let $A$ and $B$ be positive with $A^2=B^2$, and let $x$ be an eigenvector of $A-B$ with eigenvalue $\eta$. Then $0=x^\dagger[A(A-B)+(A-B)B]x=\eta\,x^\dagger(A+B)x$, which forces $\eta=0$. Löwdin orthonormalisation defines

$$\bar P(\mathbf k)=O(\mathbf k)^{-1/2}P(\mathbf k),\qquad |w_{\mathbf km}\rangle=\sum_{n\in W}|\psi_{n\mathbf k}\rangle\,\bar P^*_{mn}(\mathbf k), \tag{7}$$

and $\langle w_{\mathbf km}|w_{\mathbf km'}\rangle=(\bar P\bar P^\dagger)_{mm'}$ with $\bar P\bar P^\dagger=O^{-1/2}OO^{-1/2}=1$. In the other order, $\bar P^\dagger\bar P$ is an $N\times N$ Hermitian matrix with $(\bar P^\dagger\bar P)^2=\bar P^\dagger\bar P$ and trace $M$. It projects onto the correlated subspace of the window and equals the unit matrix only if $N=M$.

Orthonormality alone does not single out (7). If $X=AP$ obeys $XX^\dagger=AOA^\dagger=1$, then $Y=AO^{1/2}$ obeys $YY^\dagger=1$, so $X=Y\bar P$ with any unitary $Y$ is allowed. What fixes (7) is a minimum property. Define the $N\times M$ matrix $V=P^\dagger U\sigma^{-1}$. Its columns $v_i$ are orthonormal, since $V^\dagger V=\sigma^{-1}U^\dagger OU\sigma^{-1}=1$, and $U\sigma V^\dagger=UU^\dagger P=P$, which is the singular value decomposition of $P$. Then

$$\bar P=U\sigma^{-1}U^\dagger\,U\sigma V^\dagger=UV^\dagger ,$$

so the Löwdin step sets all singular values to one. Take any $M\times N$ matrix $X$ with $XX^\dagger=1$, and measure distance by $\|Z\|^2=\operatorname{tr}ZZ^\dagger$. Expanding the square,

$$\|P-X\|^2=\sum_i\sigma_i^2+M-2\operatorname{Re}\operatorname{tr}(PX^\dagger),\qquad \operatorname{tr}(U\sigma V^\dagger X^\dagger)=\sum_i\sigma_i\,v_i^\dagger y_i,\qquad y_i=X^\dagger u_i,$$

where the trace was cycled and $u_i$ is a column of $U$. Each $y_i$ is a unit vector, because $y_i^\dagger y_i=u_i^\dagger XX^\dagger u_i=1$. For unit vectors $\|v_i-y_i\|^2=2-2\operatorname{Re}v_i^\dagger y_i\ge0$, so $\operatorname{Re}v_i^\dagger y_i\le1$ with equality only for $y_i=v_i$. As all $\sigma_i>0$, the distance is smallest exactly when $X^\dagger U=V$, that is $X=UV^\dagger=\bar P$, and

$$\min_{XX^\dagger=1}\|P-X\|^2=\sum_{i=1}^M(1-\sigma_i)^2. \tag{8}$$

The distance equals $\sum_m\|g_m-x_m\|^2$ for the orbitals $|x_m\rangle=\sum_n|\psi_n\rangle X^*_{mn}$. Since $\chi_m-g_m$ is orthogonal to the window and $g_m-x_m$ lies in it, $\|\chi_m-x_m\|^2=\|\chi_m-g_m\|^2+\|g_m-x_m\|^2$, and the first term does not depend on $X$. The Löwdin orbitals are therefore the orthonormal set in the window that lies closest to the trial orbitals themselves.

An error $\delta P$, such as the neglected remainder, passes to $\bar P$ as follows, to first order. Write $P=S\bar P$ with $S=O^{1/2}=U\sigma U^\dagger$, so $\delta P=\delta S\,\bar P+S\,\delta\bar P$. Define $\mathcal E=U^\dagger\delta P\,V$ and $K=U^\dagger\delta\bar P\,V$. Varying $\bar P\bar P^\dagger=1$ gives $\delta\bar P\,VU^\dagger+{\rm h.c.}=0$, hence $K^\dagger=-K$. Multiplying the expression for $\delta P$ by $U^\dagger$ on the left and $V$ on the right gives $\mathcal E=U^\dagger\delta S\,U+\sigma K$. The first term is Hermitian and drops out of $\mathcal E-\mathcal E^\dagger=\sigma K+K\sigma$. Multiplying instead by $1-VV^\dagger$ on the right removes $\delta S\,\bar P$. Together,

$$K_{ij}=\frac{\mathcal E_{ij}-\mathcal E_{ji}^*}{\sigma_i+\sigma_j},\qquad \delta\bar P\,(1-VV^\dagger)=O^{-1/2}\,\delta P\,(1-VV^\dagger). \tag{9}$$

The Hermitian part of $\mathcal E$ has no effect on $\bar P$, and for $N=M$ the second piece is absent because $VV^\dagger=1$. What remains is divided by singular values, so the construction turns unstable where a singular value is small, before the rank is actually lost.

The local orbitals in real space are $|w_{m\mathbf R}\rangle=N_k^{-1}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}|w_{\mathbf km}\rangle$. They are translates of one another, because $w_{\mathbf km}(\mathbf r-\mathbf R)=e^{-i\mathbf k\cdot\mathbf R}w_{\mathbf km}(\mathbf r)$. The supercell orthogonality of the Bloch states collapses the double sum over wave vectors and leaves one factor $N_k$ against the two factors $N_k^{-1}$:

$$\langle w_{m\mathbf 0}|w_{m'\mathbf R}\rangle=\frac1{N_k}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}\,(\bar P\bar P^\dagger)_{mm'},\qquad H_{mm'}(\mathbf R)=\langle w_{m\mathbf 0}|\hat H|w_{m'\mathbf R}\rangle=\frac1{N_k}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}H_{mm'}(\mathbf k), \tag{10}$$

with $H(\mathbf k)=\bar P\varepsilon\bar P^\dagger$ and $\varepsilon$ the diagonal matrix of band energies in the window. With (7) the first sum is $\delta_{mm'}\delta_{\mathbf R\mathbf 0}$. A discrete Fourier transform is invertible, so orthonormality for all $\mathbf R$ holds if and only if $\bar P\bar P^\dagger=1$ at every $\mathbf k$. A weaker recipe normalises with the average $\bar O=N_k^{-1}\sum_{\mathbf k}O(\mathbf k)$. The matrices $X(\mathbf k)=\bar O^{-1/2}P(\mathbf k)$ have $O'(\mathbf k)=XX^\dagger=\bar O^{-1/2}O(\mathbf k)\bar O^{-1/2}$, whose average is 1. These orbitals are orthonormal within a cell, and their overlaps between cells are the Fourier components of $O'(\mathbf k)$.

The orbitals $w$ are built from bands and extend beyond the sphere, although $\chi$ does not. Their decay is set by the smoothness of $w_{\mathbf km}$ in $\mathbf k$. Where a band with non-zero projection crosses the edge of the window, $N(\mathbf k)$ jumps and $w_{\mathbf km}$ is discontinuous. In one dimension, integrating $\int e^{-ikR}w_k\,dk$ by parts leaves, for each jump, a boundary term whose modulus is that of the jump divided by $R$, which is a slowly decaying tail.

Three transformation rules follow from (7). First, mix the bands in the window by a unitary $B$, $|\psi'_{n'}\rangle=\sum_n|\psi_n\rangle B_{nn'}$. Then $P'=PB$, $O'=O$ and $\bar P'=\bar PB$, and the orbitals, written as the row of states times $\bar P^\dagger$, become $\psi BB^\dagger\bar P^\dagger=w$. The arbitrary phases and degenerate-state mixtures of a diagonalisation drop out. Second, rotate the trial orbitals by a unitary $A$, so that $P'=AP$ and $O'=AOA^\dagger$. The matrix $AO^{-1/2}A^\dagger$ is positive and its square is $O'^{-1}$, so by uniqueness it is $O'^{-1/2}$, and $\bar P'=A\bar P$. Passing to a crystal-field basis, or to the $|j,m_j\rangle$ basis through Clebsch–Gordan coefficients, commutes with the Löwdin step. Third, rescale the trial orbitals by a positive diagonal matrix $D$. Then $\bar P'=(DOD)^{-1/2}DO^{1/2}\bar P$, which equals $\bar P$ only if $DO^{1/2}=(DOD)^{1/2}$. The right side is Hermitian, so $D$ must commute with $O^{1/2}$, and hence with $O$. Conversely, if they commute, $DO^{1/2}$ is positive with square $DOD$. A common scale factor is always harmless, while unequal factors matter whenever $O$ connects the orbitals concerned.

The size of the last effect can be found for two orbitals with $O_{11}=O_{22}=o$ and $O_{12}=os$, to first order in $s$. Then $O^{1/2}=\sqrt o\,(1+\mathcal S/2)$, where $\mathcal S$ has the off-diagonal elements $s$ and $s^*$. Put $(DOD)^{1/2}=\sqrt o\,(D+\Delta)$ with $\Delta$ Hermitian, and $\bar P'=(1+\kappa)\bar P$ with $\kappa$ anti-Hermitian. The condition $(D+\Delta)(1+\kappa)=D(1+\mathcal S/2)$ has the $(1,2)$ element $\Delta_{12}+d_1\kappa_{12}=d_1s/2$, and the complex conjugate of its $(2,1)$ element is $\Delta_{12}-d_2\kappa_{12}=d_2s/2$. Subtracting,

$$\kappa_{12}=\frac s2\,\frac{d_1-d_2}{d_1+d_2}. \tag{11}$$

Gram–Schmidt orthogonalisation keeps the direction of the first orbital. Its first row is $P_{1n}/\sqrt o=\bar P_{1n}+(s/2)\bar P_{2n}$, which is the limit $d_1\gg d_2$ of (11). The first diagonal element of $H(\mathbf k)$ then shifts by $2\operatorname{Re}[(s/2)H_{21}]=\operatorname{Re}[sH_{21}]$, and the second by the opposite amount, since a unitary rotation keeps the trace.

The first two rules together show that symmetry is kept. Let a symmetry operation $\hat g$ of $\hat H$ map the trial orbitals of the home cell onto one another by a unitary matrix. It maps the window at $\mathbf k$ onto the window at $g\mathbf k$, mixing only states of equal energy, so $P(g\mathbf k)=AP(\mathbf k)B$ with $B\varepsilon B^\dagger=\varepsilon$. Then $\bar P(g\mathbf k)=A\bar PB$ and $H(g\mathbf k)=AH(\mathbf k)A^\dagger$. On a mesh that $g$ maps onto itself, $H_{\rm loc}\equiv H(\mathbf R=\mathbf 0)$ obeys $H_{\rm loc}=AH_{\rm loc}A^\dagger$.

This part has derived the projected-local-orbital formula with its neglected remainder, and has shown that Löwdin orthonormalisation gives the orthonormal orbitals in the window closest to the trial orbitals while keeping symmetry. What remains is to use these orbitals in the DMFT Green function and to find the size of the errors and window effects in a one-dimensional model crystal.
